# Why unit initial sticking does not guarantee complete condensation

**Question**

I am estimating the growth rate of a PbTe film from a molecular beam. Suppose every arriving molecule loses its excess energy at the surface and none bounces off, so the initial sticking coefficient is 1. Can I then set the growth rate equal to the incident flux times the layer thickness? If the molecules have all stuck, where could any go missing?

**Answer**

They can go missing after they have stuck. Sticking, in your sense, turns an arriving molecule into an adatom: a mobile molecule in thermal equilibrium with the surface, but still weakly bound. It joins the crystal when it reaches a step or an island edge. Until then it can desorb.

Two fractions must therefore be kept apart. The initial sticking coefficient $s_0$ is the fraction of arrivals that become adatoms on the bare terrace. The condensation coefficient $\alpha$ is the fraction of the incident flux that stays in the crystal during steady growth. If $\eta$ is the probability that an adatom is captured before it desorbs, then

$$\alpha=s_0\,\eta .$$

A fraction $1-s_0$ is reflected and a fraction $s_0(1-\eta)$ desorbs later. Setting $s_0=1$ removes the first loss and leaves the second.

**The race between capture and desorption**

Let an adatom hop a distance $a$ at rate $h$ in each lattice direction and desorb at rate $1/\tau$. With a common attempt frequency $\nu$, adsorption energy $E_a$ and hopping barrier $E_d$,

$$\frac1\tau=\nu e^{-E_a/kT},\qquad h=\nu e^{-E_d/kT},\qquad D=a^2h .$$

The typical distance covered before desorption is

$$x_s=\sqrt{D\tau}=a\sqrt{h\tau}=a\,e^{(E_a-E_d)/2kT}.$$

Let $T_1$ be the time at which a walker that never desorbs would first reach a sink, meaning a step or island edge that absorbs on contact. Desorption is an independent random event at constant rate, so it has not happened by $T_1$ with probability $e^{-T_1/\tau}$. The capture probability is the average over walks,

$$p=\langle e^{-T_1/\tau}\rangle .$$

Away from a sink $T_1>0$, so $p<1$ for any finite $\tau$, whatever the arrangement of sinks. Since $e^{-y}\ge 1-y$, averaging over landing sites as well gives $1-\eta\le\langle T_1\rangle/\tau$. Loss is small if adatoms find a sink in a time much shorter than $\tau$.

**Terrace between two steps**

Take parallel absorbing steps at $x=0$ and $x=L$, with dilute, independent adatoms and $L\gg a$. For capture, only hops along $x$ matter. From site $j$ the next such event is a hop left, a hop right or desorption, with rates $h$, $h$ and $1/\tau$. Hence

$$\left(2h+\frac1\tau\right)p_j=h\,(p_{j-1}+p_{j+1})
\;\Rightarrow\;
h\,(p_{j+1}-2p_j+p_{j-1})=\frac{p_j}{\tau}.$$

For $x_s\gg a$ the bracket is $a^2p''$, so $x_s^2p''=p$, with $p=1$ at both steps. The solution symmetric about $L/2$ is

$$p(x)=\frac{\cosh[(x-L/2)/x_s]}{\cosh(L/2x_s)} .$$

Molecules land uniformly, so $\eta$ is the average of $p$:

$$\eta=\frac1L\int_0^L p\,dx=\frac1L\,\frac{2x_s\sinh(L/2x_s)}{\cosh(L/2x_s)}
=\frac{2x_s}{L}\tanh\frac{L}{2x_s}.$$

The adatom density gives the same answer. With $F$ the flux per site and $n$ the adatoms per site, steady state requires

$$Dn''-\frac n\tau+s_0F=0,\qquad n(0)=n(L)=0 .$$

Try $n=s_0F\tau(1-p)$. It vanishes at the steps, and $Dp''=p/\tau$ gives $Dn''=-s_0Fp$, while $n/\tau=s_0F(1-p)$. The three terms then sum to zero. By symmetry the current into both steps is

$$2Dn'(0)=\frac{2D\,s_0F\tau}{x_s}\tanh\frac{L}{2x_s}
=2s_0Fx_s\tanh\frac{L}{2x_s}.$$

Dividing by the incident $FL$ gives $\alpha=s_0\eta$ again.

Write $z=L/2x_s$, so that $\eta=\tanh z/z$.

- **Narrow terraces.** From $\tanh z\approx z-z^3/3$, the loss is $1-\eta\approx L^2/12x_s^2$. This is the mean search time over $\tau$. A walker without desorption obeys $T_j=1/(2h)+(T_{j-1}+T_{j+1})/2$, or $DT''=-1$, so $T=x(L-x)/2D$, whose average is $L^2/12D$.
- **Wide terraces.** Here $\tanh z\to1$ and $\eta\approx2x_s/L$. Mostly molecules landing within about $x_s$ of a step are kept.

Capture of adatoms is nearly complete when $L\ll x_s$, a condition that does not involve $s_0$. Nor does $\eta$ contain $F$: in this dilute model with fixed sinks, a stronger beam loses the same fraction.

**Numbers for PbTe(001)**

PbTe suits this picture because it evaporates largely as molecules. I take $T=650$ K ($kT=0.05601$ eV), $F=1$ monolayer/s and $L=100.5$ nm. The values $E_a=1.0$ eV, $E_d=0.5$ eV and $\nu=10^{13}$ s$^{-1}$ are round model parameters, not measurements. The hop length, from a rough lattice constant of 0.646 nm, is $a=0.646/\sqrt2=0.457$ nm. Then

$$\tau=10^{-13}\,e^{1.0/0.05601}\ \text{s}=5.7\times10^{-6}\ \text{s},$$

$$x_s=0.457\,e^{0.5/0.11202}\ \text{nm}=39.6\ \text{nm},$$

$$\eta=\frac{\tanh 1.268}{1.268}=\frac{0.853}{1.268}=0.67 .$$

Every molecule sticks, yet about a third of them leave. One layer is 0.323 nm thick, so the growth rate is $0.673\times0.323=0.217$ nm/s (about 0.78 µm/h), not 0.323 nm/s. A molecule landing at mid-terrace is captured with probability 0.52.

As a test, 60,000 random walkers with individual desorption times were followed on a terrace 40 hops wide with the same $L/x_s$. The captured fraction was $0.674\pm0.002$, against 0.673 from the formula.

With temperature and barriers fixed, $\eta$ is 0.995 for $L=10$ nm and 0.087 for $L=914$ nm. With $L$ and the barriers fixed, it falls from 0.91 at 550 K to 0.54 at 700 K: since $E_a>E_d$, heating shortens $x_s$ even though it speeds up hopping.

**Why an early measurement can say "1"**

Start the beam at $t=0$ on an empty terrace with $s_0=1$, and let $u(t)$ be the arrival rate minus the desorption rate at time $t$, divided by the arrival rate. Adatoms still on the terrace count as uptake. The mean adatom density is $\bar n(t)=F\int_0^tS(s)e^{-s/\tau}ds$, where $S(s)$ is the chance that a non-desorbing walker of age $s$ has not yet met a step.

To find $S$, expand the uniform starting distribution as $1=\sum_{k\,\text{odd}}(4/\pi k)\sin(k\pi x/L)$. Diffusion makes each term decay as $e^{-\lambda_ks/\tau}$ with $\lambda_k=k^2\pi^2x_s^2/L^2$, and each sine averages to $2/\pi k$ over the terrace. So $S=\sum(8/\pi^2k^2)e^{-\lambda_ks/\tau}$, and $u=1-\bar n/F\tau$ becomes

$$u(t)=1-\sum_{k\ \text{odd}}\frac{8}{\pi^2k^2}\,
\frac{1-e^{-(1+\lambda_k)t/\tau}}{1+\lambda_k}.$$

In the example $u$ is 0.99 at $0.01\tau$, 0.92 at $0.1\tau$, 0.70 at $\tau$ and 0.67 at $5\tau$. Sticking is 1 throughout; the uptake falls because a population able to desorb has built up. Here that takes microseconds, so a slower measurement of deposited mass sees $\alpha$, not $s_0$.

**Islands instead of steps**

The argument with $T_1$ covers islands too. I solved the same balance on a square lattice with one absorbing island of radius 5.0 nm per cell, the islands 100.5 nm apart and the other parameters unchanged. Even with every molecule that lands on top of an island counted as captured, the condensed fraction is only 0.38.

**What the simple formula leaves out**

*Detachment from steps.* Steps also emit adatoms, which keeps $n=n_{eq}$ at their edges. For $s_0=1$, put $m=n-n_{eq}$. Then

$$Dm''-\frac m\tau+(F-F_{eq})=0,\qquad F_{eq}=\frac{n_{eq}}\tau,$$

with $m=0$ at the steps. This is the old problem with $F$ replaced by $F-F_{eq}$, so $\alpha=\eta(1-F_{eq}/F)$. Growth stops at $F=F_{eq}$, which is therefore the flux from the equilibrium vapour. A rough vapour pressure of $10^{-7}$ Torr gives $F_{eq}=0.016$ monolayer/s and lowers $\alpha$ from 0.673 to 0.662.

*A barrier to attachment.* If the last hop into a step costs an extra energy $B$, its rate is $gh$ with $g=e^{-B/kT}$. Extrapolate the density to a value $n_0$ at the step. Matching currents, $h(n_1-n_0)=ghn_1$, gives $n_0=(1-g)n_1$ and slope $n'(0)=gn_1/a$. Hence

$$n(0)=d\,n'(0),\qquad d=a\,\frac{1-g}{g}=a\,(e^{B/kT}-1).$$

Insert $n=F\tau-A\cosh[(x-L/2)/x_s]$. The condition fixes $F\tau=A[\cosh z+(d/x_s)\sinh z]$, and the captured fraction is

$$\eta_B=\frac{2DA\sinh z}{x_sFL}=\frac{\eta}{1+(d/x_s)\tanh z}.$$

For a trial $B=0.1$ eV, $d=2.27$ nm and $\eta_B=0.64$. This puts the barrier at both steps. A step-edge barrier usually acts on the descending side alone, and the same $B$ then gives 0.66. The effect grows quickly with $B$: at both steps, $B=0.2$ eV gives 0.50.

*Moving steps.* The steps advance at $v=F\eta L=68$ nm/s. The ratio $vL/D=2.5\times10^{-5}$ is tiny, so treating them as fixed is safe here.

*New islands.* These would add sinks, shorten $T_1$ and raise $\eta$. A square island of side $l$ sites costs $G=4l\gamma-l^2kT\ln S_v$, where $\gamma$ is the edge energy per site and $S_v=n/n_{eq}$, which is 31 at mid-terrace. Setting $dG/dl=0$ gives $l=2\gamma/(kT\ln S_v)$ and a barrier $4\gamma^2/(kT\ln S_v)$. A bond count with a rough sublimation energy of 2.3 eV gives $\gamma=(2.3-1.0)/4=0.325$ eV: removing a molecule from a kink to the terrace breaks two lateral bonds, and each broken bond exposes two edge sites. The barrier $G^*$ is then 2.2 eV. Critical islands occur with probability about $e^{-G^*/kT}$ per site, and each gains a molecule at a rate of about $4lhn$. Over the $(L/a)^2$ sites of an $L\times L$ area and the time $1/\eta F$ for one layer, with the mid-terrace $n$ used everywhere, this gives $3\times10^{-8}$ nuclei. The same estimate reaches one nucleus at $\gamma=0.242$ eV. The critical island then holds only about six molecules, so this continuum estimate can be wrong by more than a factor of ten. Nor can the bond count settle the matter: it implies $n_{eq}=e^{-4\gamma/kT}\approx8\times10^{-11}$, while the vapour pressure gives $n_{eq}=F_{eq}\tau\approx9\times10^{-8}$. A value $\gamma\approx0.23$ eV would remove the mismatch, and so would a $\tau$ about a thousand times shorter, a possibility taken up below. Extra vibrational entropy of the adatoms, which the bond count ignores, could also account for part of it. The figure $3\times10^{-8}$ mixes the two sources, taking $\gamma$ from the bond count and $S_v$ from the vapour pressure, so it should not be read as a result. Made consistent, the same estimate gives about 10 nuclei for $\gamma=0.227$ eV with $S_v=31$; about $3\times10^{3}$ for $\gamma=0.325$ eV with $n_{eq}=8\times10^{-11}$, where $S_v\approx3\times10^{4}$ and the critical island is about one molecule, so the formula is only indicative; and about $10^{-6}$ for $\gamma=0.325$ eV with the shorter $\tau$. New islands therefore cannot be ruled out with these rough data, and at the $\tau$ of the example they may well form and raise $\eta$ above 0.67.

**How far to trust this for a real film**

The result depends strongly on $E_a-E_d$, which is a round model value here. Raising it by 0.1 eV multiplies $x_s$ by $e^{0.1/0.11202}\approx2.4$, to about 97 nm; the 550 K case, with $x_s=89$ nm at the same $L$, shows that $\eta$ would then be a little above 0.9. Lowering it by 0.1 eV gives $x_s\approx16$ nm and $\eta\approx2x_s/L\approx0.3$. 
The common attempt frequency matters just as much. If hopping and desorption have separate prefactors $\nu_h$ and $\nu_{des}$, $x_s$ gains a factor $\sqrt{\nu_h/\nu_{des}}$. A molecule leaving the surface gains freedom to move and rotate, so $\nu_{des}$ can be far larger than $\nu_h$. Indeed, the rough vapour pressure and sublimation energy used above, put into $F_{eq}=\nu_{des}\,e^{-2.3\,\text{eV}/kT}$, give $\nu_{des}\approx10^{16}$ s$^{-1}$. This is only a rough guide: the relation gives an adatom no more entropy than a molecule in the crystal, and an error of 0.1 eV in the sublimation energy changes the result sixfold. With $\nu_h=10^{13}$ s$^{-1}$ and the same energies, $x_s$ would be only about 1.2 nm and $\eta$ about 0.02. The loss of one third is therefore a property of this parameter set, not a prediction for your film.
 Real steps are not perfect sinks; at 650 K the two corrections above move the result by 0.01 and, for the trial barrier, 0.03. Detachment grows quickly on heating: with a sublimation energy of 2.3 eV, $F_{eq}$ is about 0.3 monolayer/s at 700 K, which lowers $\alpha$ there from 0.54 to about 0.38. Dissociation of PbTe into Pb and Te on the surface is left out, and I have not sized it.

For your estimate, use growth rate = $\alpha\times$ flux $\times$ layer thickness, and replace $\alpha$ by 1 if sticking is complete, sinks lie much closer together than $x_s$, attachment is easy and $F\gg F_{eq}$. The numerical output below lists the main values used here.

## Computed results

```
temperature = 650 K, kT = 0.05601 eV
lattice constant (rough) = 0.646 nm
hop length a = 0.4568 nm
adsorption energy = 1.00 eV, hop barrier = 0.50 eV
attempt frequency = 1.0e+13 1/s
flux F = 1.00 monolayer/s
terrace width L = 100.49 nm = 220 hop lengths
residence time tau = 5.669e-06 s
hop rate per direction h = 1.328e+09 1/s
diffusion coefficient D = 2.771e+08 nm^2/s
diffusion length xs = 39.64 nm
L/(2 xs) = 1.2677, tanh = 0.8532
condensed fraction eta, formula = 0.6730
condensed fraction eta, lattice = 0.6730
random walk = 0.6737 +- 0.0019
random walk, mean exp(-T/tau) = 0.6729
desorbed fraction = 0.3270
capture probability at mid-terrace = 0.5216
adatoms per site at mid-terrace = 2.712e-06
mean arrival time without desorption = 3.037e-06 s
mean arrival time / tau = 0.5357
layer thickness = 0.323 nm
growth rate if all condensed = 0.3230 nm/s
growth rate with desorption = 0.2174 nm/s
net uptake / flux at t = 0.01 tau: 0.9906
net uptake / flux at t = 0.10 tau: 0.9225
net uptake / flux at t = 1.00 tau: 0.6983
net uptake / flux at t = 5.00 tau: 0.6730
L = 10.0 nm: eta = 0.9947
L = 100.5 nm: eta = 0.6730
L = 913.6 nm: eta = 0.0868
T = 550 K: tau = 1.46e-04 s, xs = 89.2 nm, eta = 0.9062
T = 600 K: tau = 2.51e-05 s, xs = 57.5 nm, eta = 0.8048
T = 650 K: tau = 5.67e-06 s, xs = 39.6 nm, eta = 0.6730
T = 700 K: tau = 1.58e-06 s, xs = 28.8 nm, eta = 0.5395
island radius = 5.02 nm, island spacing = 100.5 nm
islands: condensed fraction, lattice = 0.3787
islands: condensed fraction, radial = 0.3847
vapour pressure (rough) = 1.0e-07 Torr
equilibrium flux Feq = 0.0157 monolayer/s
alpha with step detachment = 0.6624
extra attachment barrier = 0.10 eV
attachment length d = 2.27 nm
eta with attachment barrier = 0.6417
step speed = 67.63 nm/s
step speed * L / D = 2.45e-05
sublimation energy (rough) = 2.30 eV
mid-terrace supersaturation ratio S = 31.0
edge energy per site, bond count = 0.325 eV
nucleation barrier = 2.20 eV
nuclei per L x L area per layer = 3.2e-08
edge energy giving one nucleus = 0.242 eV
```
